# Pseudo-arclength continuation through folds in an autocatalytic deposition model: test program

```python
"""Pseudo-arclength continuation for a vacancy-autocatalytic deposition model.

Result under test: for A = [G_x, G_mu] of full rank with unit null vector t,
det[A; w] = Delta * (w.t), |Delta| = sqrt(det(A A^T)).  Fixing mu (w = e_mu)
gives a singular matrix at a fold; fixing the step along the old tangent
does not.  The method must therefore trace all steady states through folds.

State z = (theta, u, mu): theta = precursor coverage, u = a*p/k = scaled gas
pressure, mu = a*p_in/k = scaled feed pressure.  Time is scaled by 1/k.
delta = k_des/k, T = k*tau, D = a*tau*beta, where beta is the pressure that
one monolayer would exert if released into the reactor gas.
"""
import numpy as np
from scipy.constants import k as k_boltzmann
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

k_react = 20.0        # 1/s
k_des = 0.2           # 1/s
a_ads = 50.0          # 1/(Pa s)
tau = 0.025           # s
site_density = 1e19   # 1/m^2
area_per_volume = 10.0  # 1/m
gas_temperature = 600.0  # K
beta = site_density * area_per_volume * k_boltzmann * gas_temperature
delta0 = k_des / k_react
T = k_react * tau
D = a_ads * tau * beta
pressure_unit = k_react / a_ads


def G(z, delta=delta0):
    th, u, mu = z
    v = 1 - th
    net_adsorption = u * v - delta * th
    return np.array([net_adsorption - th * v**2,
                     (mu - u - D * net_adsorption) / T])


def A_matrix(z, delta=delta0):
    th, u, _ = z
    v = 1 - th
    return np.array([[-u - delta - v**2 + 2 * th * v, v, 0.0],
                     [D * (u + delta) / T, -(1 + D * v) / T, 1 / T]])


def tangent(z, old, delta=delta0):
    t = np.linalg.solve(np.vstack([A_matrix(z, delta), old]), [0, 0, 1])
    return t / np.linalg.norm(t)


def correct(z0, t0, h, delta=delta0):
    """Newton corrector in the plane t0.(z-z0) = h."""
    z = z0 + h * t0
    history = []
    for _ in range(12):
        r = np.append(G(z, delta), t0 @ (z - z0) - h)
        history.append(np.linalg.norm(r))
        if history[-1] < 1e-13:
            return z, history
        z = z - np.linalg.solve(np.vstack([A_matrix(z, delta), t0]), r)
    return None, history


def trace_branch(delta=delta0, mu_end=0.6, h_max=0.03):
    z = np.zeros(3)
    t = tangent(z, np.array([0.0, 0.0, 1.0]), delta)
    points, tangents, steps, histories = [z], [t], [], []
    h = 0.01
    for _ in range(5000):
        if z[2] >= mu_end:
            break
        new, history = correct(z, t, h, delta)
        if new is not None:
            t_new = tangent(new, t, delta)
        if new is None or t_new @ t < 0.98:
            h /= 2
            continue
        z, t = new, t_new
        points.append(z)
        tangents.append(t)
        steps.append(h)
        histories.append(history)
        h = min(1.3 * h, h_max)
    assert z[2] >= mu_end
    return np.array(points), np.array(tangents), steps, histories


def mu_of_theta(th):
    v = 1 - th
    return delta0 * th / v + th * v + D * th * v**2


def steady_coverages(mu):
    """All physical coverages from the polynomial left after elimination."""
    th = np.poly1d([1.0, 0.0])
    v = np.poly1d([-1.0, 1.0])
    roots = (delta0 * th + th * v**2 + D * th * v**3 - mu * v).roots
    return np.sort([r.real for r in roots
                    if abs(r.imag) < 1e-9 and 0 < r.real < 1])


def growth(th):
    return k_react * th * (1 - th)**2


# The coded derivatives agree with central differences.
z_test = np.array([0.37, 0.21, 0.33])
numeric = np.array([(G(z_test + e) - G(z_test - e)) / 2e-5
                    for e in 1e-5 * np.eye(3)]).T
assert np.allclose(numeric, A_matrix(z_test), atol=1e-8)

# Trace the curve and test determinant identity and stability at each point.
pts, tans, steps, histories = trace_branch()
assert np.all((pts[:, 0] >= 0) & (pts[:, 0] < 1))
orientation = np.sign(np.linalg.det(np.vstack([A_matrix(pts[0]), tans[0]])))
corrector_dets, alignments = [], []
for i in range(1, len(pts)):
    A = A_matrix(pts[i])
    Delta = orientation * np.sqrt(np.linalg.det(A @ A.T))
    det_corr = np.linalg.det(np.vstack([A, tans[i - 1]]))
    assert abs(det_corr - Delta * (tans[i - 1] @ tans[i])) < 1e-10
    det_x = np.linalg.det(A[:, :2])
    assert abs(det_x - Delta * tans[i, 2]) < 1e-10
    th, d = pts[i, 0], 1e-5 * (1 - pts[i, 0])
    slope = (mu_of_theta(th + d) - mu_of_theta(th - d)) / (2 * d)
    assert abs(det_x - (1 - th) * slope / T) < 1e-6
    stable = np.max(np.linalg.eigvals(A[:, :2]).real) < 0
    assert stable == (tans[i, 2] > 0)
    assert np.trace(A[:, :2]) <= 1 / 3 - 1 / T
    corrector_dets.append(abs(det_corr))
    alignments.append(tans[i - 1] @ tans[i])
assert min(corrector_dets) > 1e-3

# Locate folds on the traced curve; compare with roots of the fold polynomial.
fold_steps = [i for i in range(len(steps)) if tans[i, 2] * tans[i + 1, 2] < 0]
assert len(fold_steps) == 2
folds, fold_tangents = [], []
for i in fold_steps:
    s = brentq(lambda q: tangent(correct(pts[i], tans[i], q)[0], tans[i])[2],
               0, steps[i], xtol=1e-15)
    zf = correct(pts[i], tans[i], s)[0]
    folds.append(zf)
    fold_tangents.append(tangent(zf, tans[i]))
v_roots = np.roots([3 * D, 2 - 2 * D, -1, 0, delta0])
theta_exact = np.sort([1 - r.real for r in v_roots
                       if abs(r.imag) < 1e-9 and 0 < r.real < 1])
assert np.allclose([z[0] for z in folds], theta_exact, atol=1e-9)

# Fold curvature from null vectors against second differences on the curve.
curvatures, predictor_ratios, fold_Deltas = [], [], []
for zf, tf in zip(folds, fold_tangents):
    A = A_matrix(zf)
    U, S, Vt = np.linalg.svd(A[:, :2])
    assert S[1] < 1e-9
    psi, phi = U[:, 1], Vt[1]
    second = np.array([-2 * phi[0] * phi[1] + (4 - 6 * zf[0]) * phi[0]**2,
                       2 * D / T * phi[0] * phi[1]])
    curv = -(psi @ second) / (psi @ A[:, 2])
    h = 5e-4
    plus, minus = correct(zf, tf, h)[0], correct(zf, tf, -h)[0]
    difference = (plus[2] - 2 * zf[2] + minus[2]) / h**2
    assert abs(difference / curv - 1) < 2e-3
    errors = [np.linalg.norm(correct(zf, tf, q)[0] - zf - q * tf)
              for q in (2e-3, 1e-3)]
    predictor_ratios.append(errors[0] / errors[1])
    assert abs(predictor_ratios[-1] - 4) < 0.2
    curvatures.append(curv)
    fold_Deltas.append(np.sqrt(np.linalg.det(A @ A.T)))

# Square-root loss of the ordinary determinant near the upper fold.
upper, lower = folds
gap = 1e-6
th_near = brentq(lambda q: mu_of_theta(q) - upper[2] + gap,
                 upper[0] - 0.01, upper[0], xtol=1e-14)
u_near = delta0 * th_near / (1 - th_near) + th_near * (1 - th_near)
det_near = abs(np.linalg.det(
    A_matrix([th_near, u_near, upper[2] - gap])[:, :2]))
det_law = fold_Deltas[0] * np.sqrt(2 * abs(curvatures[0]) * gap)
assert abs(det_near / det_law - 1) < 0.01

# Corrector convergence in the step that crosses the upper fold.
i_up = fold_steps[0]
res = histories[i_up]
assert all(b < 50 * a**2 + 1e-14 for a, b in zip(res, res[1:]))

# Ordinary stepping: fixed mu, previous state as Newton's initial guess.
mu_step = 0.01
x_good = np.zeros(2)
mu_good = 0.0
for n in range(1, 61):
    mu_try = n * mu_step
    x = x_good.copy()
    converged = False
    for iterations in range(31):
        z = np.append(x, mu_try)
        residual = np.linalg.norm(G(z))
        if residual < 1e-12:
            converged = True
            break
        if iterations < 30:
            x = x - np.linalg.solve(A_matrix(z)[:, :2], G(z))
    if not converged or x[0] > upper[0]:
        break
    x_good, mu_good = x, mu_try
assert mu_try - upper[2] < mu_step
assert not converged or x[0] > upper[0]
det_good = np.linalg.det(A_matrix(np.append(x_good, mu_good))[:, :2])

# Multiple states at one feed, obtained from the continuation curve.
feed = 0.12  # Pa
mu_feed = feed / pressure_unit
states = []
for i in range(len(steps)):
    if (pts[i, 2] - mu_feed) * (pts[i + 1, 2] - mu_feed) < 0:
        s = brentq(lambda q: correct(pts[i], tans[i], q)[0][2] - mu_feed,
                   0, steps[i], xtol=1e-15)
        states.append(correct(pts[i], tans[i], s)[0])
assert len(states) == 3
assert np.allclose([z[0] for z in states], steady_coverages(mu_feed), atol=1e-9)


def integrate(theta, pressure, p_in):
    """Unscaled reactor equations, time in s and pressure in Pa."""
    def rhs(_, y):
        th, p = y
        net = a_ads * p * (1 - th) - k_des * th
        return [net - k_react * th * (1 - th)**2, (p_in - p) / tau - beta * net]
    sol = solve_ivp(rhs, (0, 100), [theta, pressure], method="Radau",
                    rtol=1e-8, atol=1e-11)
    assert sol.success
    return sol.y[:, -1]


saddle = states[1]
for shift, target in ((-0.01, states[0]), (0.01, states[2])):
    end = integrate(saddle[0] + shift, saddle[1] * pressure_unit, feed)
    assert np.allclose(end, [target[0], target[1] * pressure_unit], atol=1e-6)
jumps = []
for zf, factor in ((upper, 1.02), (lower, 0.98)):
    mu_out = factor * zf[2]
    only = steady_coverages(mu_out)
    assert len(only) == 1
    end = integrate(zf[0], zf[1] * pressure_unit, mu_out * pressure_unit)
    assert abs(end[0] - only[0]) < 1e-6
    jumps.append((mu_out * pressure_unit, end[0], growth(end[0])))

# Multiplicity limit, tested by new continuation runs on both sides.
v_c = (6 * (D - 1) + np.sqrt(36 * (D - 1)**2 + 96 * D)) / (24 * D)
delta_c = v_c**2 + 2 * (D - 1) * v_c**3 - 3 * D * v_c**4
fold_counts = []
for factor in (0.95, 1.05):
    tt = trace_branch(factor * delta_c, h_max=0.01)[1]
    fold_counts.append(int(np.sum(tt[:-1, 2] * tt[1:, 2] < 0)))
assert fold_counts == [2, 0]

print(f"k = {k_react:g} 1/s, k_des = {k_des:g} 1/s, a = {a_ads:g} 1/(Pa s)")
print(f"tau = {tau:g} s, sites = {site_density:g} 1/m^2")
print(f"area/volume = {area_per_volume:g} 1/m, gas T = {gas_temperature:g} K")
print(f"beta = {beta:.5f} Pa, pressure unit k/a = {pressure_unit:g} Pa")
print(f"dimensionless: delta = {delta0:g}, T = {T:g}, D = {D:.5f}")
print(f"continuation: {len(steps)} accepted steps, h_max = 0.03")
print(f"most corrector updates in a step = {max(map(len, histories)) - 1}")
print(f"smallest |corrector determinant| = {min(corrector_dets):.5f}")
print(f"smallest successive tangent product = {min(alignments):.5f}")
print("step across upper fold; vectors are (theta, u, mu), dimensionless:")
print(" start     ", np.array2string(pts[i_up], precision=6))
print(" tangent   ", np.array2string(tans[i_up], precision=6))
print(f" step h = {steps[i_up]:.6f}")
print(" predictor ", np.array2string(pts[i_up] + steps[i_up] * tans[i_up],
                                    precision=6))
print(" corrected ", np.array2string(pts[i_up + 1], precision=6))
print(" new tangent", np.array2string(tans[i_up + 1], precision=6))
print(" residuals ", " ".join(f"{r:.2e}" for r in res))
for label, j in (("start", i_up), ("end", i_up + 1)):
    A = A_matrix(pts[j])
    print(f" {label}: det G_x = {np.linalg.det(A[:, :2]):.6f}, "
          f"corrector det = {np.linalg.det(np.vstack([A, tans[i_up]])):.6f}")
for name, zf, c, dd, ratio in zip(("upper", "lower"), folds, curvatures,
                                  fold_Deltas, predictor_ratios):
    print(f"{name} fold: theta = {zf[0]:.6f}, u = {zf[1]:.6f}, mu = {zf[2]:.6f}")
    print(f" feed = {zf[2] * pressure_unit:.6f} Pa, "
          f"growth = {growth(zf[0]):.5f} monolayer/s")
    print(f" mu'' = {c:.5f}, |Delta| = {dd:.5f} (dimensionless)")
    print(f" predictor error ratio on halving h = {ratio:.4f}")
print(f"at mu_fold - {gap:g}: |det G_x| = {det_near:.6e}, law {det_law:.6e}")
print(f"ordinary stepping, mu step = {mu_step:g}: last good mu = {mu_good:.2f}")
print(f" last good theta = {x_good[0]:.6f}, det G_x = {det_good:.6f}")
outcome = "converged on another branch" if converged else "did not converge"
print(f" at mu = {mu_try:.2f}: {outcome}, {iterations} updates")
print(f" final theta = {x[0]:.6f}, residual = {residual:.2e}")
print(f"steady states at feed = {feed:g} Pa (mu = {mu_feed:g}):")
for z in states:
    ev = np.sort(np.linalg.eigvals(A_matrix(z)[:, :2]).real) * k_react
    print(f" theta = {z[0]:.6f}, p = {z[1] * pressure_unit:.6f} Pa, "
          f"growth = {growth(z[0]):.5f} monolayer/s")
    print(f"  real parts of eigenvalues = {ev[0]:.4f}, {ev[1]:.4f} 1/s")
print(f"growth ratio, first/third state = "
      f"{growth(states[0][0]) / growth(states[2][0]):.2f}")
for name, jump in zip(("2% above upper", "2% below lower"), jumps):
    print(f"{name} fold: feed = {jump[0]:.6f} Pa, final theta = {jump[1]:.6f}")
    print(f" final growth = {jump[2]:.5f} monolayer/s")
print(f"critical delta = {delta_c:.6f}, critical k_des = "
      f"{delta_c * k_react:.5f} 1/s")
print(f"folds at 0.95 and 1.05 critical delta: {fold_counts}")
print("all good")
```

Output:

```
k = 20 1/s, k_des = 0.2 1/s, a = 50 1/(Pa s)
tau = 0.025 s, sites = 1e+19 1/m^2
area/volume = 10 1/m, gas T = 600 K
beta = 0.82839 Pa, pressure unit k/a = 0.4 Pa
dimensionless: delta = 0.01, T = 0.5, D = 1.03549
continuation: 72 accepted steps, h_max = 0.03
most corrector updates in a step = 3
smallest |corrector determinant| = 0.19768
smallest successive tangent product = 0.98187
step across upper fold; vectors are (theta, u, mu), dimensionless:
 start      [0.423313 0.251459 0.397236]
 tangent    [0.983352 0.180389 0.021879]
 step h = 0.030000
 predictor  [0.452813 0.256871 0.397892]
 corrected  [0.452993 0.256072 0.396425]
 new tangent [ 0.989178  0.126056 -0.075075]
 residuals  5.58e-04 3.39e-07 4.19e-14
 start: det G_x = 0.025662, corrector det = 1.172901
 end: det G_x = -0.083032, corrector det = 1.099134
upper fold: theta = 0.429885, u = 0.252624, mu = 0.397309
 feed = 0.158923 Pa, growth = 2.79452 monolayer/s
 mu'' = -3.26763, |Delta| = 1.15678 (dimensionless)
 predictor error ratio on halving h = 3.9991
lower fold: theta = 0.898744, u = 0.179763, mu = 0.189304
 feed = 0.075722 Pa, growth = 0.18429 monolayer/s
 mu'' = 18.13299, |Delta| = 0.20569 (dimensionless)
 predictor error ratio on halving h = 4.0303
at mu_fold - 1e-06: |det G_x| = 2.962744e-03, law 2.957212e-03
ordinary stepping, mu step = 0.01: last good mu = 0.39
 last good theta = 0.365332, det G_x = 0.293309
 at mu = 0.40: converged on another branch, 12 updates
 final theta = 0.973955, residual = 1.16e-17
steady states at feed = 0.12 Pa (mu = 0.3):
 theta = 0.205307, p = 0.066296 Pa, growth = 2.59318 monolayer/s
  real parts of eigenvalues = -74.6936, -7.8414 1/s
 theta = 0.697726, p = 0.093595 Pa, growth = 1.27502 monolayer/s
  real parts of eigenvalues = -53.6237, 2.8328 1/s
 theta = 0.963428, p = 0.119466 Pa, growth = 0.02577 monolayer/s
  real parts of eigenvalues = -41.7677, -4.5378 1/s
growth ratio, first/third state = 100.62
2% above upper fold: feed = 0.162102 Pa, final theta = 0.974331
 final growth = 0.01284 monolayer/s
2% below lower fold: feed = 0.074207 Pa, final theta = 0.107290
 final growth = 1.71006 monolayer/s
critical delta = 0.085210, critical k_des = 1.70421 1/s
folds at 0.95 and 1.05 critical delta: [2, 0]
all good
```
